# Unequal Schottky barriers from current and capacitance on patchy contacts

**The argument under review.** A metal contact on lightly doped n-type silicon gives a barrier near 0.73 eV from its forward current and near 0.80 eV from its capacitance. The submitted argument runs as follows. A contact has one barrier; both methods measure it; they disagree by far more than the reading error; therefore one data set is faulty.

The second premise needs examination. Both methods return an energy, but each obtains it from a quantity summed over the contact area. If the barrier varies over that area, do the two sums return the same energy?

**Model and conventions.** Let \(\phi(x,y)\) be the local barrier, measured from the metal Fermi level to the conduction-band edge at the interface. Its area mean is \(\phi_m\), its standard deviation is \(s\), and angle brackets denote an area average. Energies are in eV and lengths in nm; \(k_BT\) is the thermal energy and \(k\) a lateral wave number. The doping \(N\) is uniform and non-degenerate, the local barriers do not depend on bias, and there is no interfacial layer. Electrons cross by thermionic emission along paths normal to the interface.

## What the current returns

With the same Richardson constant \(A^*\) everywhere, the local current density is

\[
J=A^*T^2e^{-\phi/k_BT}\left(e^{qV/k_BT}-1\right).
\]

The voltage factor is common to all patches, so the forward line extrapolated to zero bias gives the saturation current density

\[
J_s=A^*T^2\left\langle e^{-\phi/k_BT}\right\rangle\equiv A^*T^2e^{-\phi_J/k_BT}.
\]

The last form is how a single barrier is extracted from the data. Solving for it,

\[
\phi_J=-k_BT\ln\left\langle e^{-\phi/k_BT}\right\rangle
=\phi_m-k_BT\ln\left\langle e^{-y}\right\rangle,\qquad y=\frac{\phi-\phi_m}{k_BT}.
\]

The curve \(e^{-y}\) lies on or above its tangent \(1-y\), and \(\langle y\rangle=0\). Hence \(\langle e^{-y}\rangle\ge1\) and \(\phi_J\le\phi_m\). In this model a spread of barriers lowers the current barrier, whatever the shape of the distribution.

For a Gaussian distribution, write \(\eta=\phi-\phi_m\) and complete the square in the exponent:

\[
-\frac{\eta^2}{2s^2}-\frac{\eta}{k_BT}
=-\frac{1}{2s^2}\left(\eta+\frac{s^2}{k_BT}\right)^2+\frac{s^2}{2(k_BT)^2}.
\]

The first term integrates to the usual Gaussian norm. The second is a constant, so \(\langle e^{-\eta/k_BT}\rangle=e^{s^2/2(k_BT)^2}\) and

\[
\boxed{\phi_J=\phi_m-\frac{s^2}{2k_BT}}
\]

The completed square also shows where the current flows. Weighted by current, the barriers form a Gaussian of unchanged width centred at \(\phi_m-s^2/k_BT\). Half the current therefore comes from barriers below that centre. They occupy the area fraction \(\Phi(-s/k_BT)\), where \(\Phi\) is the normal distribution function.

A Richardson plot gives yet another number. With \(\beta=1/k_BT\), and \(\phi_m\) and \(s\) independent of temperature,

\[
\ln\frac{J_s}{A^*T^2}=-\beta\phi_m+\frac{\beta^2s^2}{2},
\qquad
-\frac{d}{d\beta}\ln\frac{J_s}{T^2}=\phi_m-\frac{s^2}{k_BT}.
\]

This slope is the current-weighted mean barrier, twice as far below \(\phi_m\) as \(\phi_J\) is.

## What the capacitance returns

**Uniform contact.** Let \(u\) be the conduction-band energy above its bulk value, \(z\) the distance from the metal, and \(\epsilon\) the permittivity. Ionized donors and mobile electrons give

\[
\nabla^2u=2K\left(1-e^{-u/k_BT}\right),\qquad K=\frac{q^2N}{2\epsilon}.
\]

In one dimension, multiply by \(2u'\) and integrate from the bulk, where \(u=u'=0\):

\[
u'^2=4K\left[u-k_BT\left(1-e^{-u/k_BT}\right)\right].
\]

At the interface \(u=U\gg k_BT\). Dropping \(e^{-U/k_BT}\) leaves \(|u'|=2\sqrt{K(U-k_BT)}\). The charge per area is \(\epsilon|u'|/q\), and a voltage change is \(dU/q\), so

\[
C=\epsilon\frac{d|u'|}{dU}=\epsilon\sqrt{\frac{K}{U-k_BT}},\qquad
\frac1{C^2}=\frac{U-k_BT}{\epsilon^2K}.
\]

Let \(\phi_n\) be the bulk band edge above the Fermi level. Under reverse bias \(V_R\), \(U=\phi_m-\phi_n+qV_R\). The line \(1/C^2\) reaches zero at \(V_R=-V_{\rm int}\), with \(qV_{\rm int}=\phi_m-\phi_n-k_BT\). The capacitance barrier is therefore defined as

\[
\phi_{CV}=qV_{\rm int}+\phi_n+k_BT.
\]

**Patchy contact.** Take first a sharp depletion edge, so that \(\nabla^2u=2K\) in front of it and \(u=\partial_zu=0\) on it. The uniform solution is \(u_0=K(W-z)^2\), with \(U=KW^2\). Now add a ripple \(d\cos kx\) to the interface energy; its variance is \(s^2=d^2/2\). Write \(u=u_0+u_1+u_2\) and let the edge lie at \(W+w_1+w_2\), where subscripts count powers of \(d\). Both \(u_1\) and \(u_2\) satisfy Laplace's equation.

At first order the condition \(u=0\) gives \(u_1(W)=0\), because \(u_0\) at the displaced edge is \(Kw_1^2\), a second-order quantity. Thus

\[
u_1=d\cos kx\,\frac{\sinh k(W-z)}{\sinh kW}.
\]

The gradient condition is \(2Kw_1+\partial_zu_1(W)=0\), so

\[
w_1=\frac{kd\cos kx}{2K\sinh kW},\qquad \langle w_1\rangle=0.
\]

The edge undulates, but its mean depth has no first-order change. At second order \(u=0\) requires

\[
Kw_1^2+w_1\partial_zu_1(W)+u_2(W)=0.
\]

Since \(\partial_zu_1(W)=-2Kw_1\), this gives \(u_2(W)=Kw_1^2\). The lateral mean of \(u_2\) is linear in \(z\) and vanishes at the metal, hence \(\langle u_2\rangle=(z/W)K\langle w_1^2\rangle\). The second-order gradient condition is

\[
2Kw_2+w_1\partial_z^2u_1(W)+\partial_zu_2(W)=0.
\]

Its middle term vanishes because \(\partial_z^2u_1=k^2u_1\), which is zero at \(W\). Averaging the rest gives \(\langle w_2\rangle=-\langle w_1^2\rangle/2W\). With \(\langle w_1^2\rangle=k^2s^2/(4K^2\sinh^2kW)\) and \(K=U/W^2\), the mean depth is

\[
\boxed{\bar W=W\left[1-\frac{s^2}{8U^2}\left(\frac{kW}{\sinh kW}\right)^2\right]}
\]

The stored charge is \(qN\bar W\), and \(C=q^2N\,d\bar W/dU\). The capacitance thus follows the mean barrier, with a correction that starts at order \(s^2/U^2\). For \(kW\gg1\) the correction is exponentially small: the ripple has died out before it reaches the depletion edge, where the charge responds. For several ripples with different wave vectors the second-order terms add, since their cross products average to zero.

To leading order the carrier tail replaces \(U\) by \(U-k_BT\) here too. This was tested by solving the two-dimensional Poisson equation with mobile electrons, for \(d/U=0.1\) and \(k_BT/U=0.005\). The fractional loss of mean depth was \(4.594\times10^{-4}\) at \(kW=1\), against \(4.578\times10^{-4}\) from the law. At \(kW=2\) it was \(1.941\times10^{-4}\), against \(1.930\times10^{-4}\). The agreement is looser at the value \(k_BT/U=0.043\) of the silicon example below, where the law falls short by about 4% at \(kW=2\) and 13% at \(kW=3\); this moves the capacitance barrier found there by only about 0.1 meV.

**Very wide patches.** When \(kW\to0\), each patch has its own depletion depth and the patches are capacitors in parallel. Put \(B=U-k_BT\) and expand the area average:

\[
C\propto\left\langle(B+\eta)^{-1/2}\right\rangle
\simeq B^{-1/2}\left(1+\frac{3s^2}{8B^2}\right).
\]

Therefore \(1/C^2\propto f(B)=B-3s^2/4B\), with slope \(f'=1+3s^2/4B^2\). The tangent to this curve reports a bending

\[
\frac{f}{f'}\simeq\left(B-\frac{3s^2}{4B}\right)\left(1-\frac{3s^2}{4B^2}\right)
\simeq B-\frac{3s^2}{2B}.
\]

The capacitance barrier now falls below the mean, but by \(3s^2/2B\) rather than \(s^2/2k_BT\). The ratio of the two shifts is \(3k_BT/B\), which is small when the bending is many times the thermal energy.

## When a low patch cannot pass its current

The current formula used the barrier at the interface. A small low patch is surrounded by higher ones, and their potential can raise a saddle in front of it. Near the interface, for \(kW\gg1\), the band in front of the lowest line of the ripple is

\[
u(z)\simeq U-Fz-d\,e^{-kz},\qquad F=2KW.
\]

Its initial slope is \(-F+kd\). If \(kd<F\), the band falls from the start and the interface barrier controls the current. If \(kd>F\), the band first rises, to a maximum where \(kd\,e^{-kz}=F\). There \(z=k^{-1}\ln(kd/F)\), and the barrier is

\[
\phi_{\rm saddle}=\phi_m-\frac Fk\left[1+\ln\frac{kd}{F}\right].
\]

This is pinch-off. As the patches narrow, \(F/k\) falls and the saddle approaches the mean barrier. There is thus a window, \(1/W<k<F/d\), in which the ripple weakens on its way to the depletion edge while the current still uses the low interface barriers. Its ends are gradual. Relative to very wide patches, the first-order undulation of the edge is \(kW/\sinh kW\), which is still 0.85 at \(kW=1\) and falls to 0.30 at \(kW=3\). Since \(F=2B/W\) when \(W\) is computed from \(B\), the window exists for \(d<2B\).

## The disputed numbers

Take \(T=300\) K, \(k_BT=0.02585\) eV, \(N=10^{16}\) cm\(^{-3}\), \(\phi_m=0.800\) eV and a Gaussian spread \(s=0.060\) eV. The barrier correlation is \(e^{-r^2/2\ell^2}\) with \(\ell=80\) nm. Silicon enters through its relative permittivity, 11.7, and a conduction-band density of states of \(2.8\times10^{19}\) cm\(^{-3}\), which gives \(\phi_n=0.2052\) eV. Then \(U=0.800-0.205=0.595\) eV, \(B=0.569\) eV and \(W=271\) nm.

The current barrier is

\[
\phi_J=0.800-\frac{0.060^2}{2(0.02585)}=0.800-0.0696=0.730\ \text{eV}.
\]

For the capacitance, the mean-depth law was averaged over the spectrum of the patches, and a line was fitted to \(1/C^2\) between 0 and 1 V reverse bias. It gives \(\phi_{CV}=0.799\) eV. The difference is 68 meV, with no error in either measurement. A Richardson plot of the same contact would give 0.661 eV if \(\phi_m\) and \(s\) did not change with temperature. If \(\phi_m\) followed the shrinking silicon gap, the plot would give about 0.74 eV instead.

Since \(s/k_BT=2.321\), the patchy contact carries \(e^{2.321^2/2}\approx14.8\) times the current of a uniform contact at 0.800 eV. Half of it passes through 1.0% of the area. Four random barrier maps, each about 10 µm on a side, gave 0.732 eV when their currents were averaged directly. The current depends on rare low patches, so a finite map carries sampling error. On these maps pinch-off raised the current barrier by a negligible amount at zero bias and by about 0.8 meV at 0.3 V forward bias, where the interface slope is weaker. The maps undersample the low patches where pinch-off occurs; the average over the full Gaussian ensemble gives about 1.3 meV at 0.3 V.

**A second contact with the same variance.** Replace the Gaussian patches by stripes of period 500 nm and amplitude \(d=\sqrt2\,s=0.0849\) eV. Averaging over one period gives a modified Bessel function:

\[
\left\langle e^{-d\cos kx/k_BT}\right\rangle=I_0(d/k_BT),\qquad
\phi_J=\phi_m-k_BT\ln I_0(d/k_BT)=0.753\ \text{eV}.
\]

The Poisson equation was also solved numerically for these stripes at five reverse biases from 0 to 1 V. Averaging \(e^{-\phi/k_BT}\) over the band maxima at zero bias gave a current barrier of 0.753 eV, and the line through the five values of \(1/C^2\) gave 0.799 eV; a uniform contact treated in the same way gave 0.800 eV. The mean and variance are those of the Gaussian contact, yet the current barrier is 23 meV higher, because the stripes have no barriers below 0.715 eV. Variance alone does not fix \(\phi_J\).

For this amplitude the window runs from a period of about 127 nm to about 1700 nm. At a period of 40 nm, outside it, the solved saddle stands at 0.743 eV above a low line of 0.715 eV; the saddle formula gives 0.742 eV. The current barrier rises to 0.771 eV. Its distance from the capacitance barrier, which for such narrow stripes is practically the mean, shrinks from 46 meV to about 29 meV, although the interface is as uneven as before. At the other extreme, very wide Gaussian patches shift the zero-bias capacitance tangent by \(-9.8\) meV by direct averaging, against \(-9.5\) meV from the leading-order formula.

## What the disagreement does and does not prove

The data need not be faulty, but the disagreement alone does not establish patches either. Image force lowers the current barrier even on a uniform contact. The attraction adds \(-q^2/(16\pi\epsilon z)\) to \(-Fz\). The sum is greatest where the two terms are equal, and there it is

\[
-2\sqrt{\frac{q^2F}{16\pi\epsilon}}=-\sqrt{\frac{q^2F}{4\pi\epsilon}}.
\]

The mean interface slope is 4.2 meV/nm, a field of 42 kV/cm, and the lowering is 23 meV.

A WKB estimate for a triangular barrier without image force, with the lightest silicon electron mass, 0.19 free-electron masses, and full transmission above the top, gives 13 meV of lowering by tunnelling. The two lowerings do not simply add, because the image force rounds the top of the barrier and makes tunnelling just below it less effective. With both in the same barrier, the estimate is about 28 meV in total; a transmission that passes smoothly through one half at the rounded top, instead of jumping to one, gives about 24 meV. A saturation velocity of \(10^7\) cm/s, placed in series with thermionic emission, raises the apparent barrier by about 5 meV if the emission velocity is taken from the reduced constant \(A^*=112\) A cm\(^{-2}\) K\(^{-2}\), and by about 10 meV for the six-valley value near 250 A cm\(^{-2}\) K\(^{-2}\). A factor of two in \(A^*\) moves it by 18 meV in either direction. These are estimates at the mean field; in a low patch the field is weaker, and so is the image lowering. Weighted by current, the interface slope of the Gaussian contact at zero bias is about 2 meV/nm and the image lowering about 16 meV.

A thin charge-free interfacial layer also separates the two barriers. Let its thickness, multiplied by the ratio of silicon to layer permittivity, be \(\tau\). In the depletion approximation the total energy drop is \(KW^2+2KW\tau\), while \(C=\epsilon/(W+\tau)\). Completing the square shows that the capacitance intercept exceeds the total drop by \(K\tau^2\). The silicon barrier is meanwhile lower by \(F\tau\), about 4 meV for each nanometre of \(\tau\), and imperfect transmission \(P\) through the layer raises the current barrier by \(k_BT\ln(1/P)\). Interface states whose charge follows the bias would alter these results and are not included.

Temperature offers a better discriminator. With \(s\) held fixed, \(\phi_m-\phi_J\) is 84 meV at 250 K, 70 meV at 300 K and 60 meV at 350 K. The current barrier alone may hide this trend: it would rise by 24 meV over that range at fixed \(\phi_m\), while the silicon gap shrinks by roughly 25 meV and may take \(\phi_m\) down with it. The difference \(\phi_{CV}-\phi_J\) removes a drift common to both. A \(1/T\) dependence of that difference supports a Gaussian spread, but is not proof of one.

**Relation to real contacts.** The parameters are rough values for a silicide on lightly doped n-silicon. A mean of 0.80 eV is towards the high end for such contacts, and a spread of some tens of meV is plausible for an uneven interface. Real diodes break the assumption of purely thermionic flow over a barrier without image force; for the values used here, the estimates above give a net lowering between about 13 and 23 meV at the mean field, and less in low patches. That is not negligible beside 68 meV. The result should not be carried over to the heavily doped source and drain contacts of a transistor, where tunnelling through a thin barrier can dominate.

**Recommendation.** The inference from unequal barriers to faulty data should be withdrawn. The measurements should be repeated at several temperatures, with \(\phi_{CV}-\phi_J\) reported at each, before either data set is rejected or a spread \(s\) is quoted. The image-force lowering should be estimated alongside, bearing in mind that the mean field overstates it where low patches carry the current.

## Calculated quantities

```
Temperature 300 K, kT = 0.02585 eV
Doping 1.0e+16 cm^-3, Nc 2.8e+19 cm^-3
Relative permittivity 11.7, A* 112 A/cm2/K2
Mean barrier 0.800 eV, spread 0.060 eV
Correlation length 80 nm
Bulk band edge above Fermi level 0.2052 eV
Mean bending U 0.5948 eV, U-kT 0.5690 eV
Depletion depth W 271.2 nm
Interface field 41.9508 MV/cm = 4.195 meV/nm
Spread/kT 2.321
GAUSSIAN current barrier 0.7304 eV = 1.1702e-19 J
GAUSSIAN capacitance barrier 0.7987 eV = 1.2797e-19 J
Difference 68.4 meV
Richardson-plot barrier 0.6607 eV
Current enhancement over mean barrier 14.78
Saturation current, patchy 5.417e-06 A/cm2
Saturation current, mean barrier 3.665e-07 A/cm2
Area carrying half the current 1.01 %
Current barrier from random maps 0.7324 eV
Depth deficit kW=1: solved 4.594e-04, law 4.578e-04
Depth deficit kW=2: solved 1.941e-04, law 1.930e-04
Stripe amplitude 0.0849 eV, period 500 nm
Zero-bias C, uniform 38.191 nF/cm2
Zero-bias C, striped 38.217 nF/cm2
Uniform contact: capacitance barrier 0.8000 eV
Striped contact: capacitance barrier 0.7990 eV
Striped contact: current barrier 0.7530 eV
Striped contact: Bessel-function law 0.7530 eV
Stripe window: period 127 to 1704 nm
Narrow stripes, period 40 nm: low edge 0.7151 eV
Narrow stripes: saddle 0.7427 eV, law 0.7424 eV
Narrow stripes: current barrier 0.7711 eV
Very wide patches: C-V shift -9.77 meV
Very wide patches: shift law -9.49 meV
Pinch-off rise at 0 V 0.005 meV
Pinch-off rise at 0.3 V forward 0.821 meV
Mean minus current barrier at 250 K: 83.6 meV
Mean minus current barrier at 300 K: 69.6 meV
Mean minus current barrier at 350 K: 59.7 meV
Band-gap fall 250 to 350 K 25.4 meV
Image-force lowering 22.7 meV
Tunnelling lowering, WKB, mass 0.19: 12.6 meV
Diffusion-limit rise, v_sat 1e+07 cm/s: 5.2 meV
Factor 2 in A* shifts barrier by 17.9 meV
Degeneracy measure N/Nc 3.57e-04
```
